# Residence-Time Variance and Purging of a Closed Axially Dispersed Reactor

## Back-mixing in a purged reactor

In atomic layer deposition, one precursor must be swept out before the next enters. If the spread of residence times is estimated from the weak-mixing rule, relative variance $=2/\mathrm{Pe}$, the estimate fails when diffusion competes with flow. It diverges as mixing becomes strong, although a perfectly stirred vessel has relative variance 1. At $\mathrm{Pe}=3.01$, a value met below, the rule gives 0.664 where the dispersion model with closed ends gives 0.454. The error comes from ignoring the closed exit: the rule describes the net flux through the exit plane of a reactor that continues unchanged beyond it.

### Balance and boundary conditions

Let gas cross a reactor of length $L$ and constant cross-section at uniform mean speed $u$, with constant axial dispersion coefficient $D$. The tracer is dilute, does not react, and is at first not retained by the walls. Define

$$\tau=\frac Lu,\qquad \theta=\frac t\tau,\qquad x=\frac{\text{position}}L,\qquad \mathrm{Pe}=\frac{uL}{D}. \tag{1}$$

With flux measured in units of $u$ times concentration, conservation reads

$$\frac{\partial c}{\partial\theta}=-\frac{\partial J}{\partial x},\qquad J=c-\frac1{\mathrm{Pe}}\frac{\partial c}{\partial x}. \tag{2}$$

The first part of $J$ is convection; the second is dispersion down the gradient.

Closed ends mean that a molecule enters once and, having left, does not return. Narrow feed and exit slits approach this condition. Let their area be $r$ times that of the reactor, with the same $D$. The same volume flow makes their gas speed $u/r$, so inside them

$$r\frac{\partial c}{\partial\theta}=\frac r{\mathrm{Pe}}\frac{\partial^2c}{\partial x^2}-\frac{\partial c}{\partial x}. \tag{3}$$

For a Laplace-transformed solution $e^{\lambda x}$, with $s$ conjugate to $\theta$,

$$\lambda_\pm^{\rm slit}=\frac{\mathrm{Pe}}{2r}\left(1\pm\sqrt{1+\frac{4r^2s}{\mathrm{Pe}}}\right). \tag{4}$$

In a long exit slit the disturbance must not grow downstream, which selects $\lambda_-^{\rm slit}\simeq-rs$. Its dispersive flux, $-(r/\mathrm{Pe})\lambda_-^{\rm slit}\hat c\simeq r^2s\hat c/\mathrm{Pe}$, vanishes as $r\to0$. Concentration and total flux are continuous at the junction, so the flux leaving the reactor becomes $J=c$. By (2), the gradient just inside the exit is then zero.

In the feed slit the disturbance must decay upstream, which selects $\lambda_+^{\rm slit}\simeq\mathrm{Pe}/r$. Back-diffused tracer occupies a layer of thickness $r/\mathrm{Pe}$ and area $r$, so its amount is $r^2c(0)/\mathrm{Pe}$, which also vanishes. The layer becomes a jump in concentration, while the flux stays continuous. For a unit pulse, the Danckwerts conditions are therefore

$$J(0,\theta)=\delta(\theta),\qquad \left.\frac{\partial c}{\partial x}\right|_{x=1}=0. \tag{5}$$

Because $J=c$ at the exit, the residence-time density is $E(\theta)=c(1,\theta)$.

### The variance from three moments

Define

$$m_n(x)=\int_0^\infty\theta^n c\,d\theta,\qquad J_n=m_n-\frac1{\mathrm{Pe}}\frac{dm_n}{dx}. \tag{6}$$

The integrals converge because the finite reactor empties exponentially at late times. Multiply (2) by $\theta^n$ and integrate. For $n\ge1$, integration by parts gives

$$\frac{dJ_n}{dx}=-\int_0^\infty\theta^n\frac{\partial c}{\partial\theta}\,d\theta
=n\,m_{n-1}, \tag{7}$$

since the end terms vanish. For $n=0$ the integral is the difference between the initial and final concentrations. Both are zero inside the reactor, so $J_0$ is constant. The inlet pulse gives $J_0(0)=1$ and $J_n(0)=0$ for $n\ge1$.

At order zero, $m_0-m_0'/\mathrm{Pe}=1$ has the solution $m_0=1+Ce^{\mathrm{Pe}\,x}$. The exit condition $m_0'(1)=0$ requires $C=0$, hence $m_0=1$ throughout.

At order one, (7) gives $J_1'=1$, so $J_1=x$ and

$$m_1-\frac1{\mathrm{Pe}}m_1'=x. \tag{8}$$

Trying $x+b$ gives $b=1/\mathrm{Pe}$, and the homogeneous solution is again $Ce^{\mathrm{Pe}\,x}$. The exit condition $1+C\,\mathrm{Pe}\,e^{\mathrm{Pe}}=0$ fixes $C=-e^{-\mathrm{Pe}}/\mathrm{Pe}$. Therefore

$$m_1(x)=x+\frac{1-e^{-\mathrm{Pe}(1-x)}}{\mathrm{Pe}}. \tag{9}$$

At the exit $m_1(1)=1$: the mean residence time is $\tau$ for every positive Pe.

At order two, $J_2'=2m_1$. Since $m_2'(1)=0$, the exit moment equals the exit flux moment:

$$\begin{aligned}
m_2(1)&=2\int_0^1m_1\,dx\\
&=2\left[\frac12+\frac1{\mathrm{Pe}}-\frac{1-e^{-\mathrm{Pe}}}{\mathrm{Pe}^2}\right].
\end{aligned}\tag{10}$$

Subtracting the squared mean, 1, gives the relative variance

$$\boxed{S\equiv\frac{\sigma_t^2}{\tau^2}
=\frac2{\mathrm{Pe}}-\frac{2(1-e^{-\mathrm{Pe}})}{\mathrm{Pe}^2}}. \tag{11}$$

Equation (9) also has a direct meaning. Under steady feed of unit concentration, $c(x,\theta)\,d\theta$ is the part of the gas at $x$ that entered between $\theta$ and $\theta+d\theta$ ago. Since $m_0=1$, $m_1(x)$ is the mean age of gas at $x$, and (10) says that $S$ is twice the reactor-averaged age minus 1. In plug flow the age rises linearly from 0 to 1, its average is $1/2$, and $S=0$. In a stirred vessel the mean age is 1 everywhere, and $S=1$.

### Weak and strong mixing

For large Pe the exponential in (11) is negligible and $S\simeq2/\mathrm{Pe}-2/\mathrm{Pe}^2$. The leading rule $2/\mathrm{Pe}$ is too large by a fraction of about $1/\mathrm{Pe}$.

For small Pe, use

$$1-e^{-\mathrm{Pe}}=\mathrm{Pe}-\frac{\mathrm{Pe}^2}{2}+\frac{\mathrm{Pe}^3}{6}-\frac{\mathrm{Pe}^4}{24}+\cdots .$$

The two $2/\mathrm{Pe}$ terms cancel, leaving

$$S=1-\frac{\mathrm{Pe}}3+\frac{\mathrm{Pe}^2}{12}-\cdots. \tag{12}$$

Unit variance does not by itself identify a stirred vessel, because many distributions share it. The whole distribution is needed. The transform of (2) is $s\hat c=\hat c''/\mathrm{Pe}-\hat c'$, with exponents

$$\lambda_\pm=\frac{\mathrm{Pe}}2(1\pm a),\qquad a=\sqrt{1+\frac{4s}{\mathrm{Pe}}}. \tag{13}$$

Write $\hat c=Ae^{\lambda_+x}+Be^{\lambda_-x}$. Conditions (5) become

$$\begin{aligned}
(1-a)A+(1+a)B&=2,\\
(1+a)Ae^{\lambda_+}+(1-a)Be^{\lambda_-}&=0.
\end{aligned}\tag{14}$$

The second line is satisfied by $A=-K(1-a)e^{\lambda_-}$ and $B=K(1+a)e^{\lambda_+}$. The first then fixes

$$K=\frac{2}{(1+a)^2e^{\lambda_+}-(1-a)^2e^{\lambda_-}}.$$

At the exit, $\hat c(1)=Ke^{\lambda_++\lambda_-}[(1+a)-(1-a)]=2aKe^{\mathrm{Pe}}$. Dividing numerator and denominator by $e^{\mathrm{Pe}/2}$,

$$G(s)=\hat c(1)=\frac{4a\,e^{\mathrm{Pe}/2}}{(1+a)^2e^{q}-(1-a)^2e^{-q}},\qquad q=\frac{a\,\mathrm{Pe}}2. \tag{15}$$

The denominator equals $4a\cosh q+2(1+a^2)\sinh q$. Divide by $4a$ and use $1/(2a)=\mathrm{Pe}/(4q)$ and $(1+a^2)\mathrm{Pe}/4=s+\mathrm{Pe}/2$:

$$G(s)=\frac{e^{\mathrm{Pe}/2}}{\cosh q+(s+\mathrm{Pe}/2)\,\sinh q/q},\qquad q^2=\frac{\mathrm{Pe}^2}4+s\,\mathrm{Pe}. \tag{16}$$

As $\mathrm{Pe}\to0$ at fixed $s$, $q\to0$ and $G\to1/(1+s)$. This is the transform of $e^{-\theta}$, the response of a stirred vessel obeying $dc/d\theta=-c$ with $c(0)=1$. Physically, $D$ grows while $L$ and $\tau$ stay fixed, so diffusion evens out the reactor before much gas leaves.

### Variance does not fix the purge time

Suppose a long dose has filled the reactor uniformly to unit concentration, and clean gas enters from $\theta=0$. By linearity, the exit signal is the fraction of molecules with residence time longer than $\theta$:

$$W(\theta)=\int_\theta^\infty E(\theta')\,d\theta',\qquad \hat W(s)=\frac{1-G(s)}s. \tag{17}$$

The transform follows by integration by parts with $W(0)=1$ and $W'=-E$.

The tail is exponential, not Gaussian. Put $q=i\beta$ in (16), so that $s=-(\mathrm{Pe}/4+\beta^2/\mathrm{Pe})$. A pole occurs when

$$\cos\beta+\left(\frac{\mathrm{Pe}}4-\frac{\beta^2}{\mathrm{Pe}}\right)\frac{\sin\beta}\beta=0. \tag{18}$$

The left side is $1+\mathrm{Pe}/4$ as $\beta\to0$ and $-1$ at $\beta=\pi$, so there is a root between them. The corresponding pole at finite negative $s$ rules out a Gaussian fall, which would make the transform finite for every $s$. A Gaussian of equal mean and variance must therefore underestimate the purge time when the target residue is low enough.

### A channel reactor at 1 Torr

Consider a flat channel 300 mm long, 300 mm wide and 10 mm high, carrying nitrogen at 1 Torr and 650 K. Take a precursor diffusivity of 200 cm²/s. For 100 sccm, defined at 273.15 K and 760 Torr, the actual volume flow is

$$\frac{100}{60}\times760\times\frac{650}{273.15}\simeq3014\ \mathrm{cm^3/s}. \tag{19}$$

The 30 cm² cross-section gives $u=100.5$ cm/s. Hence $\tau=30/100.5=0.299$ s and $\mathrm{Pe}=100.5\times30/200=15.07$. Equation (11) gives $S=0.1327-0.0088=0.1239$, and the standard deviation is $\sqrt{0.1239}\times299=105$ ms.

The purge target is an exit concentration of $10^{-4}$ of its starting value. Its time $\theta_p$ follows from numerical inversion of (17) along a Talbot contour and a root search. The Gaussian estimate is $\theta_G=1+3.72\sqrt S$, where 3.72 standard deviations leave $10^{-4}$ in the upper tail. Pressure, temperature, diffusivity and geometry are held fixed.

| sccm | Pe | $S$ | $\theta_p$ | $\theta_G$ | purge, s |
|---|---|---|---|---|---|
| 20 | 3.01 | 0.454 | 6.34 | 3.51 | 9.47 |
| 100 | 15.07 | 0.124 | 3.21 | 2.31 | 0.960 |
| 500 | 75.4 | 0.026 | 1.78 | 1.60 | 0.107 |

A stirred vessel would need $\ln10^4=9.21$ residence times. Raising the flow from 20 to 100 sccm shortens the purge 9.9-fold, not fivefold: $\tau$ falls by five, and weaker back-mixing reduces $\theta_p$ as well. Since $\theta_p$ is also the number of reactor volumes of gas passed, the faster purge uses less gas in this model. The Gaussian estimate is short by 45% of the true model time at 20 sccm and by 10% at 500 sccm.

### Effects left out of the plug-speed model

The parabolic speed profile across the gap adds dispersion. Let $y$ run from 0 to 1 across height $h$, with speed $u\,6y(1-y)$. After transverse diffusion has settled, the small concentration variation $c_1$ obeys, with $z$ the axial position,

$$\frac D{h^2}\frac{\partial c_1}{\partial y}=u\frac{\partial c}{\partial z}F,\qquad F=\int_0^y[6y'(1-y')-1]\,dy'. \tag{20}$$

The integral is $F=-y(1-y)(1-2y)$. The extra mean flux is $u\int_0^1F'c_1\,dy=-u\int_0^1F\,\partial_yc_1\,dy$, because $F$ vanishes at both walls. Using (20), it equals $-(u^2h^2/D)(\partial c/\partial z)\int_0^1F^2dy$, and

$$\int_0^1F^2dy=\frac1{30}-\frac4{140}=\frac1{210},\qquad \frac{\Delta D}D=\frac1{210}\left(\frac{uh}D\right)^2. \tag{21}$$

With no slip at the walls, this adds 0.12% to $D$ at 100 sccm and 3.0% at 500 sccm; the slight gas slip expected at 1 Torr lowers both figures by about an eighth. Equation (21) leaves out the side walls, where gas is also slowed. In a model that averages the speed over the gap but keeps its variation across the width, they raise the variance by a further 0.7% at 100 sccm and about 9% at 500 sccm. The purge to $10^{-4}$ then takes 0.4% and about 6% longer, respectively, than in the table. The slowest mode across the gap relaxes in $h^2/(\pi^2D)=0.51$ ms, far less than $\tau$, as (20) requires. Across the width, the side walls excite only modes symmetric about the centre line. The slowest of these relaxes in $(300\ \mathrm{mm})^2/(4\pi^2D)=0.11$ s. This is longer than $\tau=0.060$ s at 500 sccm, so at that flow the side walls cannot be treated as a simple addition to $D$.

With a rough viscosity $\mu=3\times10^{-5}$ Pa s, the parabolic profile implies a pressure drop $12\mu uL/h^2$. It is 0.8% of the pressure at 100 sccm and 4.1% at 500 sccm, so constant speed is a fair approximation.

For finite slits, the moment equations were solved by finite volumes through feed slit, reactor and exit slit at 100 sccm. With slits 20 mm long and 2 mm high, the variance of the whole assembly exceeds that of the ideal reactor by 0.66%; with 1 mm slits, by 0.16%. Halving the height reduces the excess about fourfold, in line with the $r^2$ terms found after (4). These figures assume uniform pressure. That is fair for the 2 mm slits, but across a 1 mm exit slit the pressure would fall by about a third even with gas slip at the walls taken into account, so the thinner case serves to show the scaling and is not a proposed design.

Wall retention can matter much more. Let $w$ be the reversibly held amount per unit gas volume, with $\partial w/\partial t=(kc-w)/t_d$. Here $k$ is the equilibrium ratio of wall to gas inventory and $t_d$ the desorption time. With $p$ conjugate to $t$, $\hat w=k\hat c/(1+pt_d)$. Storage in gas and wall together replaces $s$ in (16) by

$$s\to p\tau\left(1+\frac k{1+pt_d}\right)=p\tau\left[(1+k)-kt_dp+\cdots\right]. \tag{22}$$

Since $\ln G=-s+Ss^2/2+\cdots$, the coefficient of $-p$ is the mean and twice that of $p^2$ is the variance:

$$\bar t=(1+k)\tau,\qquad \sigma_t^2=(1+k)^2S\tau^2+2kt_d\tau. \tag{23}$$

As an illustration, take 0.05 Torr of precursor, 0.2 reversibly held molecules per nm² on both large walls, and $t_d=200$ ms. At 650 K this is not physisorption: with an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$, 200 ms corresponds to a binding energy near 1.6 eV. About $10^4$ precursor molecules strike each nm² in that time, so the linear law implies a sticking probability near $10^{-5}$. If the coverage is instead limited by saturated sites, the linear law does not apply. The gas density is $n=p_{\rm prec}/(k_BT)$ and $k=2N_w/(hn)=0.054$, where $N_w$ is the areal density. At 100 sccm the mean rises from 299 to 315 ms, but the standard deviation rises from 105 to 137 ms. The variance grows by 69%, mostly through the desorption term. If the walls start in equilibrium with the gas, the same linear model gives a purge to $10^{-4}$ of about 1.8 s instead of 0.96 s, because slow desorption feeds the late tail.

The flow conditions and the adsorption values are chosen for illustration, not measured. Real reactors can break the no-retention assumption, and (23) shows that a small wall inventory can then outweigh the other corrections sized here. Valve delays, dead volumes and uneven feed across the width are also absent. The tabulated purge times therefore describe gas clearance from an ideal channel, and are not process settings.

Numbers in the example were calculated in double precision.
